Log-determinant or diagonalization for the many-body dispersion energy

**The decision**

A program that computes the many-body dispersion energy may offer two routes: diagonalize one matrix of coupled oscillators, or sum log-determinants over m imaginary frequencies. The user must then choose the route, m and the frequency scale u₀ of the grid. The choice affects the cost, the error, and whether an unphysical result is noticed.

For one oscillator frequency per site, diagonalization is normally the cheaper route. The log-determinant gains when each site's polarizability has several frequency poles, because its matrix does not grow with their number. Whenever the log-determinant is used, a Cholesky factorization at zero frequency should precede the integration.

"Multi-pole" here means several poles in frequency. Quadrupoles and other higher angular multipoles are treated separately below. Atomic units are used throughout.

**The model and its energy**

Each site has components c: three for a dipole, eight if quadrupoles are included. Let n be the total number of components. Component c responds at imaginary frequency iu as

α_c(iu) = Σ_k a_ck ω_ck²/(ω_ck² + u²), k = 1,…,K, a_ck > 0.

Each pole is represented by a harmonic oscillator of unit mass with coordinate ξ_ck, and the site moment is

μ_c = Σ_k ω_ck √a_ck ξ_ck.

This gives the required response. A field F adds −μF to the energy, so (ω² + u²)ξ = ω√a F, and the contribution to μ is aω²F/(ω² + u²).

Sites interact through ½ μᵀTμ, where T is real and symmetric with zero on-site blocks. For point dipoles separated by R along the unit vector r̂, the block is (1 − 3r̂r̂ᵀ)/R³. Damping is left out; it would change T but not the algebra, as long as T does not depend on frequency.

Write μ = Bᵀξ, where B contains the factors ω√a, and let W be the diagonal matrix of ω². The potential energy is ½ξᵀCξ, with

C = W + B T Bᵀ.

Let λ_p be the eigenvalues of C. If all are positive, the normal modes have frequencies √λ_p and zero-point energies ½√λ_p. Subtracting the uncoupled oscillators gives

E = ½(Σ_p √λ_p − Σ_ck ω_ck).

This is the diagonalization route. Its matrix has dimension Kn.

**From modes to log-determinants**

For λ > 0, integrate by parts. The boundary terms vanish, because the logarithm is finite at u = 0 and falls as 1/u² at large u:

∫₀^∞ ln[(u² + λ)/(u² + ω²)] du
= −∫₀^∞ [2u²/(u² + λ) − 2u²/(u² + ω²)] du
= 2∫₀^∞ [λ/(u² + λ) − ω²/(u² + ω²)] du
= π(√λ − ω).

Summing over modes and dividing by 2π gives

E = (1/2π) ∫₀^∞ ln[det(C + u²)/det(W + u²)] du.

Now factor W + u² out of C + u² and use det(1 + XY) = det(1 + YX):

det(C + u²)/det(W + u²)
= det[1 + (W + u²)⁻¹B T Bᵀ]
= det[1 + T Bᵀ(W + u²)⁻¹B]
= det[1 + T A(u)].

The matrix A(u) = Bᵀ(W + u²)⁻¹B is diagonal, with entries Σ_k a_ck ω_ck²/(ω_ck² + u²) = α_c(iu). Moving one factor A^{1/2} around the determinant makes the matrix symmetric:

E = (1/2π) ∫₀^∞ ln det S(u) du, S = 1 + A^{1/2} T A^{1/2}.

The dimension is now n, whatever K is. If S = LLᵀ is the Cholesky factorization, then ln det S = 2Σ_i ln L_ii.

**Why the static factorization is needed**

Let G = W^{-1/2}B. Then

W^{-1/2} C W^{-1/2} = 1 + G T Gᵀ, GᵀG = A(0).

The products XY and YX have the same nonzero eigenvalues. Hence G T Gᵀ, T A(0) and A(0)^{1/2} T A(0)^{1/2} share theirs. Multiplying C from both sides by W^{-1/2} preserves the number of negative eigenvalues, so C and S(0) have equally many. In exact arithmetic, a successful Cholesky factorization of S(0) is therefore equivalent to stability. Rounding blurs the answer only very near the limit.

If S(0) is positive definite, so is every S(u). Positivity of S(u) is equivalent to positivity of A(u)⁻¹ + T, and the diagonal entries of A(u)⁻¹ grow with u. The converse fails: success at all positive grid frequencies does not prove stability.

A pair of equal one-pole sites shows this. With q = α/R³, the mode eigenvalues are ω²(1 ± 2q) once each and ω²(1 ± q) twice each. The pair is unstable for 2q > 1. Take α = 40 bohr³ and ω = 0.5 hartree. A 16-node grid of the kind described below, with u₀ = 0.5 hartree, has its first node at u₁ = 0.002664 hartree. Choose R so that λ_min = −½u₁². Every grid factorization succeeds, and the integral returns −0.1810 hartree, although the oscillator system has no ground state. The static factorization fails, as it should.

Replacing Cholesky by an LU determinant creates a second danger. An even number of negative eigenvalues gives a positive determinant. For a mode with λ = −κ², the same integration by parts, taken as a principal value, gives

∫₀^∞ ln[|u² − κ²|/(u² + ω²)] du = −πω,

because the principal value of ∫₀^∞ du/(u² − κ²) is zero. The unstable mode thus contributes as if √λ were zero, and the integral of ln|det S| gives the real part of the formal mode sum.

Two such pairs with 2q = 1.2, placed 60 bohr apart, have two negative modes. The LU sign is positive at u = 0 and at all 16 nodes. With 400 nodes the LU integral is −0.3602 hartree, and the real part from diagonalization is −0.3610 hartree. The small difference arises from integrating across a logarithmic singularity. Neither number is a dispersion energy.

**Choosing the frequency grid**

A convenient grid maps Gauss–Legendre nodes x on (−1, 1) to

u = u₀(1 + x)/(1 − x), du = 2u₀ dx/(1 − x)².

The infinite end is harmless. Since T has zero diagonal, the term linear in T vanishes and ln det S falls as u⁻⁴. In x this is (1 − x)⁴, which outweighs the factor (1 − x)⁻² from du.

The convergence rate is set by the branch points of the logarithm, at u = ±iΩ, where Ω is either a coupled frequency √λ_p or an uncoupled frequency ω_ck. They map to x₀ = (iΩ − u₀)/(iΩ + u₀) and its conjugate. With φ = arctan(Ω/u₀),

|x₀ − 1| = 2cos φ, |x₀ + 1| = 2sin φ.

The ellipse with foci ±1 through x₀ has semimajor axis cos φ + sin φ. Its semiminor axis is √[(cos φ + sin φ)² − 1] = √sin 2φ. Call their sum

ρ = cos φ + sin φ + √sin 2φ.

To see how ρ enters, write x₀ = (z + 1/z)/2 with |z| = ρ. In Chebyshev polynomials T_k(x),

ln(x₀ − x) = constant − Σ_{k≥1} (2/k) z^{−k} T_k(x).

An m-node Gauss rule integrates all terms with k < 2m without error. For the others, the rule and the integral are each at most 2 in magnitude. The remaining error is therefore of order ρ^{−2m}/m. The factor from du is smooth near x₀, so it changes only the prefactor; its singularity at x = 1 is cancelled by the decay of ln det S. The complex phase of z makes the error oscillate with m. At large m, the branch point with the smallest ρ controls the rate.

Two regimes follow. At fixed u₀, a soft mode with Ω ≪ u₀ has ln ρ ≈ √(2Ω/u₀), so the number of additional nodes that reduces the error tenfold grows as √(u₀/Ω) once this rate is reached. The scale can also be adapted. Since ρ is unchanged when Ω/u₀ is replaced by its inverse, and is largest at Ω = u₀, the fastest convergence at large m, for a range of frequencies, is obtained with

u₀ = √(Ω_min Ω_max).

The extreme ratios are then √(Ω_min/Ω_max) and its inverse, and for a wide range the number of additional nodes per tenfold reduction grows only as (Ω_max/Ω_min)^{1/4}.

Take the same pair with 2q = 0.9999. Then Ω_min = 0.5√0.0001 = 0.005 hartree and Ω_max = 0.5√1.9999 = 0.7071 hartree. For u₀ = 0.5 hartree the predicted exponent is 2 ln ρ = 0.282 per node. A straight-line fit to ln(m × error) for m = 15 to 65 gives 0.289. At m = 20 the absolute error, relative to diagonalization, is 2.9×10⁻⁶ hartree. With u₀ = √(0.005 × 0.7071) = 0.0595 hartree it is 4.7×10⁻⁹ hartree.

The extreme frequencies can be bounded without diagonalizing C. Let σ_min and σ_max be the extreme eigenvalues of S(0), which an iterative eigenvalue method can supply. The trace of S(0) is n, so σ_min ≤ 1 ≤ σ_max. The eigenvalues of 1 + G T Gᵀ are those of S(0), apart from extra or missing ones equal to 1. Since C = W^{1/2}(1 + G T Gᵀ)W^{1/2}, every mode of a stable system satisfies

ω_min √σ_min ≤ Ω ≤ ω_max √σ_max.

The uncoupled frequencies lie in the same range. The geometric mean of the two bounds estimates the u₀ that converges fastest at large m. With few nodes a larger u₀ can give a smaller error, so it is worth comparing the two.

A converged grid does not make a nearly unstable model reliable. The soft mode contributes ½√λ, whose derivative with respect to a distance is (dλ/dR)/(4√λ). The energy stays finite at the limit, but the force diverges if dλ/dR does not vanish there.

**A cluster with two poles per site**

Consider a model 4 × 4 × 4 simple cubic cluster with spacing 7 bohr and two alternating species. It represents no particular material. The poles are

species 1: a = 30 and 10 bohr³ at ω = 0.3 and 1.2 hartree;
species 2: a = 12 and 6 bohr³ at ω = 0.5 and 1.5 hartree.

The 64 sites give n = 192, while C has dimension 384. Diagonalization gives E = −0.451597 hartree. Per site this is −0.451597/64 = −0.007056 hartree, or −192.0 meV.

With u₀ = 0.6 hartree, the absolute errors of the log-determinant energy relative to diagonalization are

m = 4: 1.9×10⁻³ hartree
m = 8: 1.1×10⁻⁶ hartree
m = 12: 1.2×10⁻⁸ hartree
m = 16: 2.0×10⁻¹¹ hartree
m = 24: 1.1×10⁻¹² hartree (set by rounding, no longer by the grid).

Four nodes leave an error of 0.4% of E; eight leave about 2.5 parts in a million.

Can each species be reduced to one pole? One choice keeps α(0) and the like-pair coefficient C₆. To find C₆, expand ln det S to second order, which gives −½Tr[(AT)²]. For a pair, this trace is twice the sum of α_a α_b T_ab² over components a on one site and b on the other. With dipole couplings −2, 1 and 1 in units of R⁻³, the squares add to 6, so

E ≈ −C₆/R⁶, C₆ = (3/π)∫₀^∞ α_A α_B du.

The integral of 1/[(p² + u²)(s² + u²)] over u from 0 to ∞ is π/[2ps(p + s)]. Each pair of poles, with strengths a and b at frequencies p and s, therefore contributes (3/2)ab ps/(p + s). For species 1,

C₆ = 1.5[30² × 0.15 + 2 × 30 × 10 × 0.24 + 10² × 0.6] = 508.5 hartree bohr⁶.

For one pole, C₆ = ¾α(0)²ω, hence ω = 4 × 508.5/(3 × 40²) = 0.4238 hartree. Species 2 has α(0) = 18 bohr³ and C₆ = 175.5 hartree bohr⁶, hence ω = 0.7222 hartree.

The one-pole cluster energy is −0.446719 hartree, 1.1% smaller in magnitude than the two-pole energy. Nearly all of the difference comes from the unlike pairs. Their one-pole C₆ is 1.5 × 40 × 18 × 0.4238 × 0.7222/(0.4238 + 0.7222) = 288.4 hartree bohr⁶, against 292.3 for two poles. Matching like pairs does not fix unlike pairs or higher-order terms.

The stability limit is the same in both models, because S(0) contains only static polarizabilities. Under uniform compression T scales as the inverse cube of the spacing. Bisection with static Cholesky factorizations puts the limit at 4.987 bohr. At 0.9 times this spacing, C and S(0) each have 41 negative eigenvalues. Better frequency dependence therefore cannot cure such an instability; the static polarizabilities or the short-range coupling must change.

**What each route costs**

When r rows remain in a Cholesky factorization, about r²/2 entries are updated with two operations each. Summing r² over r gives n³/3. Reduction to tridiagonal form, the costly part of finding all eigenvalues, needs about 2r² operations for a matrix–vector product and 2r² for updating half the matrix. The sum is 4n³/3. Counting operations in working routines at n = 150 gives 1,136,275 and 4,589,184, a ratio of 4.04.

For M factorizations, including the static one, compare M n³/3 with 4(Kn)³/3. The counts are equal at

M = 4K³.

This is 4 for one pole, 32 for two and 108 for three. These counts are for the energy alone with dense matrices; forces add work to both routes. Storage of one matrix scales as n² for the log-determinant and (Kn)² for diagonalization.

Actual times also depend on the library and the machine. For a 216-site cluster of the same kind, 16 nodes plus the static factorization took 444 ms in one test run. Diagonalization took 75 ms with one pole and 754 ms with two. The log-determinant was thus 5.9 times slower than one-pole diagonalization and 1.7 times faster than two-pole diagonalization. The operation counts predict 17/4 = 4.3 and 32/17 = 1.9.

**Adding quadrupoles**

The derivation never used the dipole form of T. Quadrupoles add five components per site, with their own polarizability and with couplings obtained from higher derivatives of 1/r. Both routes accept them, and n rises from 3 to 8 per site.

The leading new pair term shows the normalization. Use the quadrupole components (3z² − r²)/2, √3xz, √3yz, √3(x² − y²)/2 and √3xy. Call these five polynomials C_m. The second-order term of 1/|R − r| is r²P₂(cos γ)/R³ = Σ_m C_m(r)C_m(R)/R⁵. Since ∂_a∂_b(1/R) = (3R_aR_b − R²δ_ab)/R⁵ and each C_m is traceless, C_m(∂)(1/R) = 3C_m(R)/R⁵. Each component therefore couples through the same polynomial in derivatives, divided by 3. On the z axis at distance R,

∂_zzz(1/r) = −6/R⁴, ∂_xxz(1/r) = ∂_yyz(1/r) = 3/R⁴.

The coupling of the z dipole to the first quadrupole component has magnitude |2(−6) − 3 − 3|/(6R⁴) = 3/R⁴. The x dipole with √3xz, and the y dipole with √3yz, each give √3/R⁴. All other dipole–quadrupole couplings vanish on this axis. The squares add to (9 + 3 + 3)/R⁸ = 15/R⁸. For equal sites either one may carry the dipole, which doubles the sum, and the second-order formula gives

C₈ = (15/π)∫₀^∞ α₁(iu) α₂(iu) du,

where α₁ and α₂ are the dipole and quadrupole polarizabilities.

Take α₁(0) = 40 bohr³ with a pole at 0.35 hartree, and α₂(0) = 300 bohr⁵ with a pole at 0.5 hartree. Then

C₈ = 7.5 × 40 × 300 × 0.35 × 0.5/(0.35 + 0.5) = 18,529 hartree bohr⁸.

The full log-determinant energies at 30 and 45 bohr, less their dipole-only parts and extrapolated to remove the R⁻¹⁰ term, give the same value to these digits.

At short range the picture changes. Three such sites at (0,0,0), (8,0,0) and (3,7,2) bohr have E = −0.00420 hartree with dipoles alone and −0.00799 hartree with quadrupoles. The energy nearly doubles at separations of 7.9 to 8.8 bohr. This is a result for undamped point multipoles, not evidence that real atoms gain so much; at such distances the damping needs as much care as the extra multipoles.

**Settings that follow**

For one pole per site, choose diagonalization unless parallel work over frequencies decides otherwise; both matrices then have dimension n, so storage does not distinguish them. For several poles, compare M with 4K³. The log-determinant also suits a response supplied as a table, since it needs only α_c(iu) at the nodes and at u = 0.

For a system well inside its stability limit, with pole frequencies spread no more widely than in the cluster above, 8 to 12 nodes are a reasonable start if u₀ is near the geometric mean of the frequency bounds, to be confirmed by increasing m. The scale matters: in that cluster, u₀ = 0.3 instead of 0.6 hartree raises the eight-node error from 1.1×10⁻⁶ to 7×10⁻⁵ hartree. For a soft system, increase m to 20 or more and compare the u₀ from the frequency bounds with a larger value. If the static Cholesky factorization fails, reject the energy and revise the model; a finer grid cannot repair it.
